\section*{The BET Isotherm from a Grand-Canonical Lattice, Applied to Porous Low-k Films, part 2}

To turn the nitrogen uptake of a porous low-k film into a pore-wall area, one must decide which adsorbed amount counts as a single molecular layer. The uptake curve does not mark that amount. The Brunauer--Emmett--Teller (BET) model supplies the needed relation between pressure and coverage.

In this model, molecules pile up on equivalent wall sites in independent columns of height $n=0,1,2,\ldots$, with no upper limit. The binding energies $e_1$ (first layer) and $e_L$ (higher layers, as in the bulk liquid) are counted as positive. The dimensionless factors $j_1$ and $j_L$ come from the motion of a molecule about its place. With $k$ the Boltzmann constant, $T$ the temperature, $p$ the pressure and $p_0$ the saturation pressure, $x=p/p_0$ and
\[
c=\frac{j_1}{j_L}\,e^{(e_1-e_L)/kT}.
\]
An empty site has weight 1 and a column of height $n\geq1$ has weight $c\,x^n$. The one-site sum $\xi$ and the mean number $\theta$ of molecules per site, counted in all layers, are
\[
\xi=1+\frac{cx}{1-x},\qquad
\theta=\frac{c\,x}{(1-x)\,[1+(c-1)x]}.
\]
The second formula is the BET isotherm. The mean height of an occupied column is $1/(1-x)$.

Some earlier results for $c=42.45$ reappear in the numerical output at the end. The coverage $\theta=1$ is reached at $x=0.133$, where 13 per cent of the sites are still empty, and the curve has its inflection at $x=0.2055$. Neither point marks a complete first layer. A direct count for a closed vessel with 1000 sites and 2600 molecules shared between wall and vapour, the saturated vapour holding 5000, gave $x=0.26471$ and $\theta=1.27643$; the isotherm at that $x$ gives 1.27648. In the chemical potential of the liquid, the term $pv/kT$, about 0.0055 for nitrogen at its boiling point, was neglected, $v$ being the volume per molecule.

\section{From the isotherm to a wall area, and where it fails}

The first half considered independent columns on equivalent sites. With $x=p/p_0$ the pressure relative to saturation, and $c=(j_1/j_L)e^{(e_1-e_L)/kT}$ the preference for the first layer over the liquid, the mean number of molecules per site is
\begin{equation}
\theta=\frac{cx}{(1-x)[1+(c-1)x]}=\frac{f_1}{1-x},
\qquad f_1=\frac{cx}{1+(c-1)x},
\end{equation}
where $f_1$ is the filled fraction of the first layer and $1-f_1$ the bare fraction. The energies $e_1$ and $e_L$ bind a molecule in the first and in the higher layers, and $j_1$, $j_L$ are the factors from its remaining motion.

A measurement gives an amount $N=N_m\theta$, where $N_m$ is the amount that would put one molecule on every site. Inverting the isotherm and multiplying by $x/(1-x)$ gives
\begin{equation}
\frac{x}{N(1-x)}=\frac{1+(c-1)x}{N_mc}=\frac{1}{N_mc}+\frac{c-1}{N_mc}\,x .
\end{equation}
The left side contains measured quantities, and the right side is a straight line in $x$. Let $I$ be its intercept and $G$ its slope. Their sum is $c/(N_mc)$ and their ratio is $c-1$, so
\begin{equation}
N_m=\frac{1}{G+I},\qquad c=1+\frac{G}{I}.
\end{equation}
The wall area is $N_m$, as a number of molecules, times the area $a$ of one site. This answers the opening question: the monolayer amount is taken from the line, and not from a feature of the uptake curve.

A single pressure can serve if $c$ is large. Since $N(1-x)=N_mf_1$, the product $N(1-x)$ falls short of $N_m$ by the bare fraction. It must also rise with $x$, because $df_1/dx=c/[1+(c-1)x]^2>0$. Data for which $N(1-x)$ falls as the pressure rises are outside the model and do not belong in the fit. The condition is necessary but not sufficient, as the errors found below will show.

Consider a film 500 nm thick with porosity 0.30 and cylindrical pores of diameter $d=4.0$ nm, probed by nitrogen at 77.4 K, where the saturation pressure is 760 Torr. Take $e_1-e_L=25$ meV and $j_1=j_L$. With $kT=6.670$ meV,
\begin{equation}
c=e^{25.0/6.670}=42.45 .
\end{equation}
A cylinder of length $\ell$ has wall area $\pi d\ell$ and volume $\pi d^2\ell/4$, hence a wall area $4/d$ per unit pore volume. Per unit film volume this becomes $4\times0.30/(4.0\ {\rm nm})=0.30\ {\rm nm}^{-1}$, or 300 m$^2$/cm$^3$. Multiplication by 500 nm gives 150 cm$^2$ of wall under each square centimetre of film. With $a=0.162$ nm$^2$ and Avogadro's number $N_A$,
\begin{equation}
N_m=\frac{150\times10^{14}\ {\rm nm}^2}{0.162\ {\rm nm}^2\,N_A}=153.8\ {\rm nmol}
\end{equation}
per square centimetre of film, a mass of 4.3 $\mu$g. The isotherm then gives the following amounts.
\begin{center}
\begin{tabular}{ccccc}
$x$ & $p$ (Torr) & bare fraction & $\theta$ & $N$ (nmol/cm$^2$)\\
0.05 & 38 & 0.309 & 0.727 & 111.8\\
0.10 & 76 & 0.175 & 0.917 & 141.0\\
0.20 & 152 & 0.086 & 1.142 & 175.6\\
0.30 & 228 & 0.052 & 1.354 & 208.2
\end{tabular}
\end{center}
At $x=0.10$, for instance, $\theta=4.245/(0.90\times5.145)=0.917$. The single-point estimate at $x=0.30$ is $208.2\times0.70=145.7$ nmol, which is 5 per cent below $N_m$, as the bare fraction requires.

For the linear plot, take six equally spaced pressures from $x=0.05$ to $0.30$. Per site the slope is 0.97644 and the intercept 0.02356. Their sum is 1.00000, and their ratio returns $c=42.45$. The intercept is a small part of the sum, so the area is insensitive to it, while $c$ is inversely proportional to it when $c$ is large. An isotherm of another shape can therefore yield nearly the right area and a badly wrong $c$. To see how far this goes, the same six-point fit is applied below to isotherms altered in one respect at a time. All other parameters are held fixed, and each error in area is relative to the true wall area of the model. The errors are not claimed to add.

The columns in a pore cannot grow without limit. If at most $m$ layers fit, the one-site sum stops at $n=m$:
\begin{equation}
\xi_m=1+c\,\frac{x-x^{m+1}}{1-x}=\frac{1+(c-1)x-cx^{m+1}}{1-x}.
\end{equation}
The mean height also needs $\sum nx^n$, which is $x$ times the derivative of $\sum x^n$:
\begin{align}
\sum_{n=1}^{m}nx^n
&=x\,\frac{[1-(m+1)x^m](1-x)+x-x^{m+1}}{(1-x)^2}\nonumber\\
&=x\,\frac{1-(m+1)x^m+mx^{m+1}}{(1-x)^2}.
\end{align}
Multiplying by $c$ and dividing by $\xi_m$ gives
\begin{equation}
\theta_m=\frac{cx\,[1-(m+1)x^m+mx^{m+1}]}{(1-x)\,[1+(c-1)x-cx^{m+1}]}.
\end{equation}
For $m=1$ the bracket above is $(1-x)^2$ and the one below is $(1-x)(1+cx)$, which leaves Langmuir's isotherm $cx/(1+cx)$. For $m\to\infty$ at $x<1$ the extra terms vanish and the BET form returns.

A liquid molar volume of 35 cm$^3$/mol, divided by $N_A$ and by $a$, gives a layer thickness $t=0.359$ nm. The pore radius $R=2.0$ nm then has room for five layers. The limit lowers the fitted area by 0.9 per cent and raises $c$ to 44.7. It matters little because few columns are that high in the fitted range.

The curvature of the wall matters more. The middle of layer $i$ lies at a distance $(i-\tfrac12)t$ from the wall, so its circumference is smaller than that of the wall by the factor
\begin{equation}
g_i=1-\frac{(i-\frac12)t}{R}.
\end{equation}
The first two factors are 0.91 and 0.73. As an estimate, keep the layer populations of the flat wall with five layers and multiply each by $g_i$. The fitted area then falls 18 per cent short of the wall area, and $c$ rises to 73. If every layer were reduced by the first factor, $N$ and hence the area would fall by 9 per cent with $c$ unchanged. The rest comes from the further shrinkage of the higher layers, together with the small effect of the layer limit. In this estimate $N(1-x)$ falls slightly between $x=0.25$ and $0.30$, so the condition given earlier would exclude the last point. It is kept here so that all comparisons use the same six pressures; without it the shortfall would be slightly smaller. This is a geometric estimate and not a statistical theory of packing in a cylinder. It also leaves out an effect of opposite sign. The concave surface of the film, of radius $r$, raises the effective relative pressure by the factor $e^{\gamma v/rkT}$, with $\gamma$ the surface tension and $v$ the molecular volume, and so thickens the film. With the surface tension used below this factor is 1.3 to 1.4 over the fitted range, and applying it to the layer populations reduces the shortfall from 18 to about 6 per cent. The net effect of curvature is therefore not fixed by these estimates.

The vapour is not quite ideal. To leading order in pressure its chemical potential per mole is $RT\ln p+Bp$ plus a constant, where $B$ is the second virial coefficient and, in this paragraph alone, $R$ is the gas constant. Relative to saturation, the activity that replaces $x$ in the isotherm is
\begin{equation}
x_{\rm act}=x\,\exp\!\left[\frac{Bp_0}{RT}(x-1)\right].
\end{equation}
A rough value $B=-270$ cm$^3$/mol gives $Bp_0/RT=-0.0425$. Both factors in the exponent are negative, so the activity exceeds $x$, by about 4 per cent at $x=0.10$. The fitted area rises by 1.5 per cent and $c$ becomes 41.8.

Real walls are not uniform. Let $e_1-e_L$ vary from patch to patch with a Gaussian spread of standard deviation 5 meV about 25 meV. The area falls by 1.1 per cent and $c$ to 38.9, although the average of $c$ over the patches is larger than 42.45. The reason lies in the first-layer filling. Written as $f_1=u/(1+u)$ with $u=cx/(1-x)$, it is a concave function of $\ln c$ when $f_1>\tfrac12$, which holds at all six pressures. To leading order in the spread, averaging over energies therefore lowers the filling.

Within the fitted range, attraction between neighbours changes the low-pressure end most. Let the first-layer sites form a square lattice, with an attraction $w=8$ meV between occupied neighbours. A full layer has two bonds per site, so the binding of a lone molecule is reduced by $2w$ to keep the energy of the full monolayer fixed. Higher layers are left as before. A transfer-matrix calculation on long strips eight sites wide gives a filling of 0.938 at $x=0.05$, against 0.691 without the lateral attraction. The direction follows from the cost of a vacancy: removing one molecule from a full layer breaks four bonds, not two, and so costs $2w$ more than in the BET model. Below half filling the effect is reversed, because a lone molecule is bound more weakly by $2w$.

The fitted area changes by just 0.3 per cent, but $c$ becomes 308. Since $N(1-x)=N_mf_1$ still holds, the ordinate of the plot is $x/(N_mf_1)$. With $f_1$ close to one this is nearly a line through the origin of slope $1/N_m$: the area survives and the intercept almost disappears. Read as an energy with equal prefactors, the fitted $c$ would give $kT\ln308=38$ meV instead of the 25 meV put in. A straight plot is thus no evidence that the columns are independent. Even without lateral forces $c$ does not give an energy by itself, because a tenfold change in the unknown ratio $j_1/j_L$ shifts the inferred energy by $kT\ln10=15.4$ meV.

The area inherits in full any error in $a$. If nitrogen stands more upright on a polar wall and occupies 0.135 nm$^2$ instead of 0.162 nm$^2$, the area computed from a given $N_m$ is lower by 17 per cent. No fit to the isotherm can reveal this, since the isotherm depends on $N_m$ but not on $a$.

At higher pressure the model breaks down outright. The pore volume per unit wall area is $d/4=1.0$ nm, which holds $1.0/0.359=2.79$ layers' worth of liquid. The BET coverage reaches this value at $x=0.646$ and then continues to rise, so from there on it predicts more nitrogen than the pores can contain.

Capillary condensation intervenes earlier. Suppose that liquid wets the adsorbed film and ends in a hemispherical meniscus of radius $r$. The surface tension $\gamma$ lowers the pressure in the liquid by $2\gamma/r$, and its chemical potential per molecule by $2\gamma v/r$, with $v$ the molecular volume. Equality with the vapour requires $kT\ln x=-2\gamma v/r$. If the film is taken as $\theta$ flat layers of thickness $t$, which is too thin for its volume in a concave pore, the open core has radius $r=R-t\theta(x)$, so
\begin{equation}
\ln x=-\frac{\Lambda}{R-t\,\theta(x)},\qquad \Lambda=\frac{2\gamma v}{kT}=0.968\ {\rm nm}
\end{equation}
for $\gamma=8.9$ mN/m. With the BET coverage for $\theta(x)$, the solution is $x=0.48$ for the 4 nm pore, above the fitted range. For a 2 nm pore it is $x=0.20$, in the middle of that range. Giving the film the thickness that its volume requires in a cylinder lowers these values to 0.45 and 0.15. At equilibrium, part of the uptake there would be pore filling, and the fit would count it as layers on a wall. While the pressure is being raised, however, the film can persist in a metastable state, which delays the filling to a higher pressure, although nitrogen at this temperature is generally found to fill pores narrower than about 4 nm reversibly. The balance leaves out the attraction of the wall for the liquid that fills the core. This attraction favours filling, so equilibrium condensation would come at lower pressures than these, by a large amount. If the flat-wall BET isotherm is used to estimate the attraction, equilibrium filling moves to about $x=0.3$ for the 4 nm pore and below $0.1$ for the 2 nm pore, and the metastable film ends near 0.40 and 0.13. The 4 nm pore may then have almost no margin above the fitted range. Continuum surface tension is also doubtful in a core less than a nanometre in radius, so the values for the 2 nm pore are indications and not predictions.

These parameters lie in the rough range of porogen-templated organosilicate films, whose pores are commonly a few nanometres wide or less; 4 nm is at the wide end. A thickness of 500 nm suits a test film better than a dielectric level in a dense chip, and a thinner film gives a proportionally smaller signal. Of the alterations of the isotherm tried here, the curvature of the wall costs the most area: 18 per cent at a pore diameter of 4 nm if only the shrinking circumference is counted, and about 6 per cent if the thickening of a concave film is included. At 2 nm, pore filling may occur in the lower part of the fitted range and remove the basis for the fit, and at 4 nm it may begin close to $x=0.30$. Pores closed to the vapour do not contribute at all. For pores as wide as these, and with these wall energies, these estimates suggest that the fit gives an area good to perhaps 20 per cent if $a$ is known, and a value of $c$ that should not be read as a binding energy. The numerical output below gives most of the individual values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 77.4 K; kT: 6.670 meV
Saturation pressure: 760 Torr
First-layer energy excess: 25.0 meV; c: 42.45
Film thickness: 500 nm; porosity: 0.30
Pore diameter: 4.0 nm; site area: 0.162 nm^2
Wall area per film volume: 300.0 m^2/cm^3
Wall area per film area: 150.0 cm^2/cm^2
Monolayer amount: 153.8 nmol/cm^2 of film
Monolayer mass: 4.305 ug/cm^2 of film
x | p (Torr) | bare fraction | theta | amount (nmol/cm^2)
0.05 | 38.0 | 0.3092 | 0.7271 | 111.8
0.10 | 76.0 | 0.1749 | 0.9167 | 141.0
0.20 | 152.0 | 0.0861 | 1.1423 | 175.6
0.30 | 228.0 | 0.0521 | 1.3541 | 208.2
BET plot per site: slope 0.97644, intercept 0.02356
Recovered capacity per site: 1.00000; c: 42.45
theta = 1 at x: 0.1331; bare fraction there: 0.1331
Inflection at x: 0.2055
Closed vessel: x 0.26471, theta 1.27643, BET 1.27648
Liquid molar volume: 35 cm^3/mol
Layer thickness: 0.359 nm; layer limit: 5
Second virial coefficient: -270 cm^3/mol
Vapour virial term B p0/RT: -0.0425
Energy spread: 5.0 meV; lateral bond: 8.0 meV
Fit window in x: 0.05 to 0.30, 6 points
Neglected effect | error in fitted area (%) | fitted c
layer limit | -0.86 | 44.7
cylinder curvature | -17.78 | 73.4
vapour nonideality | +1.50 | 41.8
energy spread | -1.06 | 38.9
lateral attraction | +0.30 | 308.4
First-layer filling at x = 0.05: BET 0.691, with lateral attraction 0.938
Liquid pressure-volume term v p0/kT: 0.0055
Area change if site area is 0.135 nm^2: -16.7 %
Energy shift for tenfold prefactor ratio: 15.4 meV
Pore-filling theta: 2.787; BET reaches it at x: 0.646
Surface tension: 8.9 mN/m; Kelvin length: 0.968 nm
Condensation estimate, 4 nm pore: x = 0.482
Condensation estimate, 2 nm pore: x = 0.196
\end{verbatim}
